\section*{Comment on a claimed ground-state self-trapping transition in the Holstein model}

\section{The argument under review}

The argument concerns one carrier in a deformable lattice, with holes in a wide-gap oxide in mind. It minimizes the energy with the ions treated as classical and finds that, at a critical coupling, the carrier density changes abruptly from spread out to concentrated on one site. It concludes that the ground state of the Holstein model undergoes a first-order transition between a large-polaron phase and a small-polaron phase.

The minimization can be accepted. The question is whether its conclusion survives when the ions have a finite vibration frequency. The Hamiltonian is
\begin{equation}
H=-t\sum_{\langle ij\rangle}(c_i^\dagger c_j+\mathrm{h.c.})
+\hbar\omega\sum_i b_i^\dagger b_i
-\sqrt{E_p\hbar\omega}\,\sum_i n_i(b_i+b_i^\dagger),
\label{H}
\end{equation}
with one carrier, $t>0$, and zero-point energy of the uncoupled lattice omitted. A carrier held on one site gains the relaxation energy $E_p$. The temperature is zero, and the phonons are dispersionless with $\hbar\omega>0$.

\section{What the classical calculation establishes}

Replace $b_i$ by the real number $\sqrt{E_p/\hbar\omega}\,x_i$; an imaginary part would only cost energy. For carrier amplitudes $\psi_i$ the phonon terms become $E_p\sum_i(x_i^2-2x_i\psi_i^2)$. Their minimum is at $x_i=\psi_i^2$, so
\begin{equation}
E_{\rm ad}=\min_{\sum\psi_i^2=1}\Big[-E_p\sum_i\psi_i^4
-2t\sum_{\langle ij\rangle}\psi_i\psi_j\Big].
\label{ad}
\end{equation}
Taking $|\psi_i|$ never raises this energy, so $\psi_i\ge0$ suffices. At fixed $t$, the derivative through the minimizing amplitudes vanishes, and $P\equiv-dE_{\rm ad}/dE_p=\sum_i\psi_i^4$.

A triangle of three sites shows the jump in closed form. With $S=\sum_i\psi_i$ and a multiplier $\mu$ for the norm, stationarity reads
\begin{equation}
2E_p\psi_i^3+(\mu-t)\psi_i+tS=0 .
\label{cubic}
\end{equation}
No amplitude vanishes at the minimum, because raising a zero amplitude by $\epsilon$ changes the energy by $-2tS\epsilon$ at first order. The cubic has no quadratic term, so its roots sum to zero and at most two are positive. The amplitudes are therefore $(a,b,b)$, with $a^2+2b^2=1$.

The uniform state has energy $E_u=-E_p/3-2t$. Using the norm to make each term homogeneous,
\begin{align}
a^4+2b^4-\tfrac13(a^2+2b^2)^2&=\tfrac23(a^2-b^2)^2,\\
2(a^2+2b^2)-4ab-2b^2&=2(a-b)^2,\\
E-E_u&=2(a-b)^2\Big[t-\frac{E_p}{3}(a+b)^2\Big].
\label{diff}
\end{align}
The Cauchy inequality gives $(a+b)^2\le(1+\frac12)(a^2+2b^2)=\frac32$, with equality at $a=2b$. The bracket is positive for every state if $E_p<2t$, and negative at $a=2b$ if $E_p>2t$. The threshold is therefore $E_p=2t$. There the densities change from $(\frac13,\frac13,\frac13)$ to $(\frac23,\frac16,\frac16)$, and $P$ jumps from $\frac13$ to $\frac49+\frac2{36}=\frac12$.

The other stationary states follow by writing Eq.~(\ref{cubic}) for $a$ and for $b$, multiplying the first by $b$ and the second by $a$, and subtracting. After division by $a-b$ this gives $2E_pab(a+b)=t(a+2b)$. With $r=a/b$ and $b^2=1/(r^2+2)$,
\begin{equation}
\frac{2E_p}{t}\,r(r+1)=(r+2)(r^2+2).
\label{branch}
\end{equation}
At $E_p=2t$ it becomes $(r-2)(r^2-2)=0$. The root $r=2$ is the localized state; $r=\sqrt2$ is the barrier on the path $(a,b,b)$. Its amplitudes are $a=1/\sqrt2$ and $b=1/2$, so Eq.~(\ref{diff}) gives the height
\begin{equation}
\frac{3-2\sqrt2}{2}\,t\left[1-\frac{3+2\sqrt2}{6}\right]
=\frac{17-12\sqrt2}{12}\,t .
\label{barrier}
\end{equation}

The triangle is not a miniature of every lattice. On an infinite lattice, measure energy from the band bottom. Each site belongs to $z$ bonds, so
\begin{equation}
E+zt=t\sum_{\langle ij\rangle}(\psi_i-\psi_j)^2-E_p\sum_i\psi_i^4 .
\end{equation}
Localization wins when $E_p$ exceeds the infimum of the ratio of the first sum, with its factor $t$, to the second. For a state of width $R$ sites in $d$ dimensions this ratio scales as $tR^{d-2}$. In a chain it falls to zero for wide states, so there is no threshold: numerical minimization gives $0.29t$ in a 20-site box and $0.076t$ in an 80-site box. On the cubic lattice the numerical minimum is $5.41t$, and the classical threshold is finite.

\section{Where the inference fails}

The argument passes from a singularity of $E_{\rm ad}$ to a singularity of the ground-state energy $E_0$ of Eq.~(\ref{H}). That step fails at every fixed $\hbar\omega>0$.

Consider first a finite cluster, in the basis of carrier site and local phonon numbers. For $E_p>0$ all off-diagonal elements of $H$ are zero or negative. They connect all basis states, since the carrier can visit each site and remove its phonons. Let $v$ be a real ground vector. Replacing its entries by $|v_n|$ cannot raise the energy, so $|v|$ is also a ground vector. If one entry of a nonnegative ground vector vanished, the eigenvalue equation at that entry would force all connected entries to vanish, and then the whole vector. The same reasoning applies to $|v|+v$ and $|v|-v$. One of them must be zero, so $v$ has a single sign. Two such vectors cannot be orthogonal; the ground state is unique.

On the triangle a translation maps this positive vector to itself. Hence the total momentum is zero and each site has density $1/3$, at weak and strong coupling alike. Symmetry breaking in the classical solution is absent from the exact ground state.

Uniqueness gives smoothness. Set $s=\sqrt{E_p}$, so that $H$ is linear in $s$. For a phonon state $\phi$ with number operator $N$, $\|b\phi\|^2=\langle N\rangle\le\|N\phi\|\,\|\phi\|$, and $\|b^\dagger\phi\|^2$ is larger by $\|\phi\|^2$. The coupling is therefore bounded by an arbitrarily small multiple of $\|N\phi\|$ plus a constant times $\|\phi\|$. On a finite cluster the levels are then discrete. Draw a small circle in the complex energy plane around $E_0$ alone. The resolvent on it has a convergent power series in a small change of $s$, and so has the projector obtained by integrating it around the circle. The energy of this one-dimensional projected space is $E_0$, so $E_0$ is analytic in $s$, and in $E_p$ for $E_p>0$.

\subsection*{The infinite lattice}

A finite cluster might be suspected of hiding a transition that needs infinite size. To exclude this, measure phonon positions from the carrier. At total momentum zero,
\begin{equation}
H_0=-t\sum_\delta T_\delta+\hbar\omega N
-\sqrt{E_p\hbar\omega}\,(b_0+b_0^\dagger),
\end{equation}
where $T_\delta$ shifts the phonon pattern by one lattice step. At momentum $K$ the hops acquire phases. Taking moduli shows that the lowest energy satisfies $E(K)\ge E(0)=E_0$.

It remains to show that $E_0$ is isolated. Split each phonon amplitude into an inner part, within distance of order $R$ of the carrier, and an outer part, by smooth functions whose squares sum to one. A hop changes these functions by $O(1/R)$, so the splitting alters the energy by at most $O(1/R)$ times the mean phonon number plus one. With at least one outer phonon present, the phonon costs at least $\hbar\omega$, while the inner system, which recoils with some momentum, has energy at least $E_0$. With no outer phonon, bounded energy leaves effectively finitely many states, because both the number of modes and their occupation are limited. A sequence of states that forms a continuum leaves every such finite set. Its energy is thus at least $E_0+\hbar\omega$ once $R\to\infty$.

The bottom $E_0$ therefore lies below the continuum and is a discrete level. The sign argument applies again, since any phonon can be shifted to the carrier and removed. The level is unique and analytic in $E_p$. This proof uses a nonzero phonon gap, a single carrier and negative hopping elements. It does not cover gapless phonons, a finite carrier density, or couplings that change the hopping and its sign.

\section{How the classical jump is recovered}

The classical result must reappear as $\hbar\omega\to0$ at fixed $E_p$ and $t$. On the triangle the uniform phonon mode couples to the total carrier number, which is one. Its terms are
\begin{equation}
\hbar\omega b_0^\dagger b_0-\sqrt{\frac{E_p\hbar\omega}{3}}(b_0+b_0^\dagger)
=\hbar\omega(b_0^\dagger-\eta)(b_0-\eta)-\frac{E_p}{3},
\end{equation}
where $b_0$ now denotes the uniform mode and $\eta=\sqrt{E_p/3\hbar\omega}$. Two modes of momentum $\pm1$ remain, in units of $2\pi/3$ per site. If they hold $n_\pm$ phonons at total momentum $K$, the carrier has momentum $K-n_++n_-$, and
\begin{align}
H_K={}&-2t\cos\frac{2\pi(K-n_++n_-)}{3}+\hbar\omega(n_++n_-)\notag\\
&-\sqrt{\frac{E_p\hbar\omega}{3}}\sum_{\pm}(b_\pm+b_\pm^\dagger)-\frac{E_p}{3}.
\label{HK}
\end{align}

A product of a carrier state and coherent phonon states has exactly the classical energy, so $E_0\le E_{\rm ad}$. For a lower bound, return to Eq.~(\ref{H}) with the carrier on explicit sites, where the hopping does not involve the phonons, and write each remaining mode as an integral over coherent-state projectors. The operator $b+b^\dagger$ has weight $2\,{\rm Re}\,\beta$, while $b^\dagger b=bb^\dagger-1$ has weight $|\beta|^2-1$. The integrand is the classical energy matrix minus $\hbar\omega$ for each of two modes. Thus
\begin{equation}
E_{\rm ad}-2\hbar\omega\le E_0\le E_{\rm ad}.
\label{bounds}
\end{equation}

The energies converge as $\hbar\omega\to0$. Both are minima of functions linear in $s$, hence concave in $s$, and slopes of converging concave functions converge wherever the limit is differentiable. Define $P=-dE_0/dE_p$ in the quantum problem too. It tends to $1/3$ just below $2t$ and to at least $1/2$ just above. Over any fixed narrow interval containing $2t$ it must eventually rise by nearly $1/6$ or more, so its greatest slope grows without limit. At fixed $\hbar\omega$ it still has no jump.

Differentiating the ground-state expectation of Eq.~(\ref{H}) gives
\begin{equation}
P=\frac12\sqrt{\frac{\hbar\omega}{E_p}}\Big\langle\sum_i n_i(b_i+b_i^\dagger)\Big\rangle .
\end{equation}
This is the mean ion displacement under the carrier, relative to its full one-site value. It measures how closely the distortion follows the carrier, not whether the carrier stays at a chosen site.

At weak coupling, each remaining mode lowers the energy by $(E_p\hbar\omega/3)/(\hbar\omega+3t)$ in second order: emitting a phonon costs $\hbar\omega$ and lifts the carrier from $-2t$ to $+t$. Therefore
\begin{equation}
P\to\frac13+\frac23\,\frac{\hbar\omega}{\hbar\omega+3t}\qquad(E_p\to0).
\end{equation}
The classical value $1/3$ returns for $\hbar\omega\ll3t$, which shows why a finite frequency already raises $P$ on the large-polaron side.

\section{A case with finite phonon energy}

Take $t=0.15$~eV and $\hbar\omega=0.06$~eV, held fixed while $E_p$ varies. The classical threshold of the triangle is $2t=0.30$~eV. Diagonalization of Eq.~(\ref{HK}) gives the following values; enlarging the phonon basis by 16 quanta changed each energy by less than $10^{-10}$~eV.

\begin{center}
\begin{tabular}{ccccc}
$E_p$ (eV)&$E_{\rm ad}$ (eV)&$E_0$ (eV)&$P_{\rm ad}$&$P$\\
0.15&$-0.3500$&$-0.3632$&0.333&0.433\\
0.29&$-0.3967$&$-0.4266$&0.333&0.482\\
0.31&$-0.4054$&$-0.4363$&0.565&0.496\\
0.45&$-0.5094$&$-0.5196$&0.843&0.736\\
1.30&$-1.3183$&$-1.3188$&0.985&0.984
\end{tabular}
\end{center}

Between 0.29 and 0.31~eV the classical $P$ rises by 0.232, the quantum one by 0.014. Deep in the small-polaron range they agree. The classical energy can thus be a good approximation there while giving the wrong analytic behaviour at the threshold. The barrier (\ref{barrier}) is 0.37~meV, against a phonon energy of 60~meV; this suggests, without proving it, that zero-point motion is what removes most traces of the classical jump here.

Polynomial interpolation gives a further comparison. From 0.15 to 0.42~eV, raising the degree from 12 to 24 lowers the largest error of the classical curve, sampled at 41 evenly spaced points, from 0.80 to 0.18~meV. For the quantum curve it falls from $6\times10^{-6}$ to below $10^{-10}$~meV. The classical error falls slowly and irregularly, since it depends on where the nodes lie relative to the kink: on a dense grid it is 0.95, 0.45, 0.22, 0.44 and 0.16~meV at degrees 12, 23, 24, 25 and 48. Slow decay for one curve and a fall to rounding level for the other are what a kinked and an analytic function give, respectively.

With $t$ fixed and $\hbar\omega/t=0.20$, 0.10 and 0.05, the steepest mean value of $t\,dP/dE_p$ over steps of $0.1t$ is 0.66, 1.10 and 1.38. It occurs near $E_p/t=2.45$, 2.25 and 2.15, moving towards the classical threshold. Such coarse steps understate the slope once the crossover is narrow: for $\hbar\omega/t=0.05$, steps of $0.025t$ give 2.15 near $E_p/t=2.11$, and for $\hbar\omega/t=0.02$, steps of $0.02t$ give 5.8 near 2.03. For $\hbar\omega/t=0.40$ the largest value over steps of $0.1t$ is 0.35, near $E_p/t=2.85$.

\section{What localization in a device does mean}

A small polaron can be very heavy without a phase transition. Let $\Delta$ be the lowest energy at $K=1$ minus that at $K=0$. It falls from 45~meV at $E_p=0.15$~eV to $5.0\times10^{-7}$~meV at 1.30~eV. In the second case the three lowest levels are well separated from the next $K=0$ level, 59~meV up, and act as three localized states joined by an effective hopping $J$. Their energies are $-2J,J,J$, so $\Delta=3J$. A site offset much larger than $\Delta$ then selects one site. An offset of 1~meV gives the favoured site a density of 0.335 at $E_p=0.15$~eV and 0.992 at 1.30~eV. At the stronger coupling the carrier is localized by an external asymmetry acting on a very small splitting.

The chosen energies are illustrative. They are not fitted to self-trapped holes in beta-gallium oxide, the wide-gap oxide used for comparison below, and the model is not a calculation of that crystal. On a cubic lattice with the same $t$, the classical threshold is 0.81~eV, and $E_p=1.30$~eV gives a self-trapping energy of 0.45~eV. Reducing one of the three hoppings to $t/3$ lowers the threshold to 0.62~eV. Most of this drop comes from the narrower band: the half-width falls from $6t$ to $14t/3$, and an isotropic lattice of that width has the threshold $0.81\times7/9=0.63$~eV. Anisotropy as such shifts the threshold by only about 0.01~eV here. Long-range polar relaxation is absent from Eq.~(\ref{H}). One elementary charge on a sphere of radius $R$ has field energy $e^2/(8\pi\epsilon_0\epsilon R)$ outside it, so the ionic part of the screening lowers the energy by $(e^2/8\pi\epsilon_0R)(1/\epsilon_\infty-1/\epsilon_s)$. With $R=0.3$~nm and rough constants for this oxide, $\epsilon_\infty=3.6$ for the electrons alone and $\epsilon_s=10$ with the ions, this is about 0.43~eV. It is comparable with the self-trapping energy itself, which therefore cannot serve as a prediction. At 300~K the thermal energy is 26~meV, and a field of 3~MV/cm across 0.3~nm gives $3\times10^8\times0.3\times10^{-9}=0.09$~V, or 90~meV per site for one carrier. Both far exceed the triangle's strong-coupling $\Delta$. Real devices thus break the assumptions of zero temperature and equivalent sites, and a localized hole there is compatible with a smooth ground-state energy.

\section{Recommended correction}

The claim of a ground-state phase transition should be withdrawn. The calculation supports a classical-ion localization threshold on the triangle and the cubic lattice. For one carrier coupled to gapped phonons as in Eq.~(\ref{H}), the corresponding quantum change is a crossover whose sharpness depends on $\hbar\omega/t$.

\section*{Computed results}
\begin{verbatim}
Hopping t: 0.15 eV; phonon energy: 0.06 eV
Triangle adiabatic threshold Ep = 2t: 0.30 eV
Triangle barrier at threshold: 0.368 meV
Triangle, energies in eV; P is dimensionless:
Ep 0.15: E_ad -0.35000, E_exact -0.36316, P_ad 0.3333, P_exact 0.4329
Ep 0.29: E_ad -0.39667, E_exact -0.42656, P_ad 0.3333, P_exact 0.4820
Ep 0.31: E_ad -0.40536, E_exact -0.43634, P_ad 0.5655, P_exact 0.4959
Ep 0.45: E_ad -0.50945, E_exact -0.51957, P_ad 0.8427, P_exact 0.7361
Ep 1.30: E_ad -1.31834, E_exact -1.31883, P_ad 0.9851, P_exact 0.9842
Triangle level spacings in meV:
Ep 0.15 eV: momentum splitting 45.37, gap at K=0 91.175
Ep 0.29 eV: momentum splitting 27.45, gap at K=0 57.781
Ep 0.31 eV: momentum splitting 24.29, gap at K=0 52.725
Ep 0.45 eV: momentum splitting 4.066, gap at K=0 33.867
Ep 1.30 eV: momentum splitting 5.046e-07, gap at K=0 59.160
Interpolation range of Ep: 0.15 to 0.42 eV
Largest error, adiabatic, degree 12: 0.802 meV
Largest error, adiabatic, degree 24: 0.183 meV
Largest error, exact, degree 12: 6.28e-06 meV
Largest error, exact, degree 24: 5.61e-11 meV
Steepest mean t*dP/dEp over steps of 0.1 t (dimensionless):
phonon/t 0.40: slope 0.344 at Ep/t 2.75
phonon/t 0.20: slope 0.660 at Ep/t 2.45
phonon/t 0.10: slope 1.100 at Ep/t 2.25
phonon/t 0.05: slope 1.378 at Ep/t 2.15
Site offset: 1.0 meV
Favoured-site density, Ep 0.15 eV: 0.3350
Favoured-site density, Ep 1.30 eV: 0.9919
Cubic adiabatic threshold: 0.8111 eV = 5.408 t
Cubic self-trapping energy, Ep 1.30 eV: 0.4531 eV
Cubic threshold, one hopping cut to t/3: 0.6176 eV
Chain threshold in a 20-site box: 0.2925 t
Chain threshold in an 80-site box: 0.0761 t
Thermal energy at 300 K: 25.85 meV
Thermal phonon number per mode: 0.109
Site spacing: 0.30 nm; field: 3.0 MV/cm
Field energy drop per site: 90.0 meV
Rough dielectric constants: fast 3.6, static 10.0
Long-range polar relaxation, radius one spacing: 0.427 eV
\end{verbatim}
